\section*{Two-Phase Ternary Diffusion Couples: Local Equilibrium, Homogenized Mobility and Component Conservation}

\section{What fixes the growth law}

Two thick alloys are joined at a sharp plane and annealed at fixed temperature and pressure. If every point is in local equilibrium, interfaces introduce no rate constant. The remaining data are dimensionless compositions and partition ratios, and diffusivities $D$ in $\mathrm{m^2/s}$. With the time $t$, these form one independent length, $\sqrt{Dt}$. Until the outer ends are felt, every displacement measured from the join must therefore have the form
\begin{equation}
s=\sqrt{Dt}\;F(\text{compositions, partition ratios, diffusivity ratios}).
\end{equation}
Four times the anneal doubles every displacement. A finite interface mobility $m$ in m/s would add the length $D/m$ and spoil this law until $\sqrt{Dt}\gg D/m$; so would a precipitate spacing that is not small compared with $\sqrt{Dt}$.

The argument leaves $F$ open. To find it, component amounts are followed in small cells. The delicate event is a change of the set of phases in a cell: the new phases must hold the atoms that the fluxes delivered.

\section{One cell by hand: which phases, and how much}

Components A, B, C form two ideal solutions, $\alpha$ and $\beta$, of equal constant molar volume. With $\varphi$ denoting the phase,
\begin{equation}
\mu_k^\varphi=G_k^\varphi+RT\ln x_k^\varphi .
\end{equation}
Setting $\mu_k^\alpha=\mu_k^\beta$ gives
\begin{equation}
x_k^\beta=K_kx_k^\alpha,\qquad K_k=\exp\!\left[-\frac{G_k^\beta-G_k^\alpha}{RT}\right].
\end{equation}
Let $f$ be the mole fraction of $\beta$. The lever rule is
\begin{equation}
x_k=(1-f)x_k^\alpha+fK_kx_k^\alpha
\;\Rightarrow\;
x_k^\alpha=\frac{x_k}{1+fc_k},\quad c_k=K_k-1. \label{lever}
\end{equation}
Both phase compositions must sum to one. Subtracting the two sums gives
\begin{equation}
h(f)=\sum_k\frac{c_kx_k}{1+fc_k}=0. \label{rr}
\end{equation}
Conversely, if the sums are equal, \eqref{lever} and $\sum_kx_k=1$ make each of them one. Since $h'(f)=-\sum_k x_kc_k^2/(1+fc_k)^2<0$, there is at most one root in $(0,1)$. It exists when $h(0)=\sum_kK_kx_k-1>0$ and $h(1)=1-\sum_kx_k/K_k<0$.

Otherwise one phase is stable alone. To see this for $\alpha$, test a trial $\beta$ of composition $y$. Its molar driving energy is
\begin{equation}
\frac{\Delta g}{RT}=\sum_k y_k\ln\frac{y_k}{K_kx_k}\ge-\ln\sum_kK_kx_k,
\end{equation}
with the minimum at $y_k\propto K_kx_k$. No $\beta$ can lower the energy if $\sum_kK_kx_k\le1$. Exchanging the phases gives $\sum_kx_k/K_k\le1$ for $\beta$ alone.

For three components, multiply \eqref{rr} by $\prod_k(1+fc_k)$, which is positive on $[0,1]$:
\begin{equation}
af^2+bf+d=0,\quad a=c_Ac_Bc_C,\quad d=\sum_kc_kx_k,\quad
b=\sum_kx_kc_k\sum_{j\ne k}c_j .
\end{equation}
Because $h$ decreases, the quadratic has negative slope at the wanted root, so $2af+b=-\sqrt{b^2-4ad}$. Solving for $f$ and multiplying numerator and denominator by the conjugate,
\begin{equation}
f=\frac{2d}{\sqrt{b^2-4ad}-b}.
\end{equation}

Take round model parameters $K=(0.5,2.0,1.6)$ and an alloy $x=(0.50,0.30,0.20)$, in the order A, B, C. Then $c=(-0.5,1.0,0.6)$, $a=-0.30$ and
\begin{align}
d&=-0.25+0.30+0.12=0.17,\\
b&=0.50(-0.8)+0.30(0.1)+0.20(0.3)=-0.31,\\
f&=\frac{0.34}{0.548+0.31}=0.396 .
\end{align}
The phases are $x^\alpha=(0.624,0.215,0.162)$ and $x^\beta=(0.312,0.430,0.259)$. Direct minimization of the Gibbs energy for four alloys, two of them two-phase and one in each single phase, agrees with this construction within $10^{-8}$ in $f$.

\section{Two cells by hand: one exchange}

Put this alloy to the left of a single-phase $\alpha$ alloy with $x=(0.76,0.05,0.19)$. The left side is richer in C overall, 0.20 against 0.19. Its $\alpha$ phase, however, contains only 0.162 C, and that number sets the potential. C is therefore driven leftward, from the poorer alloy to the richer one.

Amounts $n_k$ are expressed as equivalent thickness: moles per area times molar volume. Fluxes $J_k$ then have the unit m/s. In a phase with mobility $M_k^\varphi$ and tracer diffusivity $D_k^\varphi=RTM_k^\varphi$, the flux relative to the lattice is
\begin{equation}
J_k^\varphi=-\Gamma_k^\varphi\frac{\partial}{\partial z}\frac{\mu_k}{RT},\qquad
\Gamma_k^\varphi=D_k^\varphi x_k^\varphi .
\end{equation}
This is Fick's law, since $x_k\,\partial\ln x_k=\partial x_k$. Constants in $\mu_k$ drop out of the gradient, so $\ln x_k^\alpha$ can represent $\mu_k/RT$. In a cell of pure $\beta$ the same variable is $\ln(x_k/K_k)$.

Suppose the phases are lamellae parallel to the flux. Both feel the same gradient and their fluxes add in proportion to area:
\begin{equation}
\Gamma_k=(1-f)D_k^\alpha x_k^\alpha+fD_k^\beta x_k^\beta. \label{parallel}
\end{equation}
Choose $D^\alpha=(1,3,2)$ and $D^\beta=(4,10,6)$ in units of $10^{-15}\,\mathrm{m^2/s}$. For B on the left, $\Gamma_B=0.604(3)(0.215)+0.396(10)(0.430)=2.09$ in these units. The three left values are $(0.871,2.09,0.810)$; the right values are $(0.76,0.15,0.38)$.

Between the centres of cells of thickness $h_L$ and $h_R$, the same flux crosses two half-cells. Adding their potential drops gives
\begin{equation}
J_k=-\frac{\ln x_{k,R}^\alpha-\ln x_{k,L}^\alpha}
{h_L/(2\Gamma_{k,L})+h_R/(2\Gamma_{k,R})}. \label{face}
\end{equation}
With equal $h$, the effective coefficient is $2\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$, here $(0.812,0.280,0.517)$. The logarithmic differences are $(0.198,-1.458,0.162)$. Hence
\begin{equation}
hJ=(-0.161,\;+0.408,\;-0.084)\times10^{-15}\ \mathrm{m^2/s}.
\end{equation}
B moves right; A and C move left. The net flux, summed before rounding, is $+0.164$ in the same units, so the left cell loses lattice sites and becomes thinner. For $h=2.5\,\mu$m and a step of 125 s, $\Delta t/h^2=2\times10^{13}\,\mathrm{s/m^2}$. The left amounts divided by $h$ become
\begin{equation}
(0.5032,\;0.2918,\;0.2017),\qquad\text{sum }0.9967 .
\end{equation}
The right cell receives the opposite changes.

\section{A boundary crossing by hand}

Now take a cell close to the $\alpha$ boundary, with amounts $(0.620,0.210,0.170)$ in units of its thickness. Since $\sum_kK_kx_k=0.310+0.420+0.272=1.002$, it contains a little $\beta$, $f=0.0047$. Let 0.005 of B leave. The amounts are then $(0.620,0.205,0.170)$, with sum 0.995, while
\begin{equation}
\sum_kK_kn_k=0.310+0.410+0.272=0.992<0.995 .
\end{equation}
The cell is now pure $\alpha$. Its composition is $n_k/0.995$, and multiplying by 0.995 returns the booked amounts.

Suppose instead that the cell is reset to the point where its path met the boundary. The quantity $\sum_kK_kx_k-1$ went from $0.002000$ to $-0.003/0.995=-0.003015$, so the boundary was met after the fraction $0.002000/0.005015=0.399$ of the composition change. There
\begin{equation}
x_B=0.2100+0.399(0.2060-0.2100)=0.2084 .
\end{equation}
The cell would hold $0.995(0.2084)=0.2074$ of B instead of 0.2050. B has been created, and A and C have been destroyed in compensation. The total number of atoms is still right, so a check on the total alone would miss the fault.

\section{The method for many cells}

The state consists of the amounts $n_{k,i}$ alone. Each cell $i$ is attached to the lattice and has thickness $h_i=\sum_kn_{k,i}$. One step is:
\begin{enumerate}
\item Form $x_{k,i}=n_{k,i}/h_i$ and find $f$ and the phase compositions.
\item Compute $\Gamma_k$ in each cell and the face fluxes \eqref{face}.
\item Update
\begin{equation}
n_{k,i}^{\rm new}=n_{k,i}+\Delta t\,(J_{k,i-1/2}-J_{k,i+1/2}). \label{update}
\end{equation}
\item Recompute equilibrium. Where the phase set has changed, compare the amounts held by the phases with \eqref{update}.
\end{enumerate}
Summing \eqref{update} over cells cancels every interior flux. With closed ends, $\sum_in_{k,i}$ is constant. This says nothing about whether the phases contain those amounts.

The comparison needs care. Equation \eqref{lever} returns $x_k$ for any $f$, even a wrong one, because $x_k^\alpha$ was defined by it. The phases must first be normalized:
\begin{equation}
p_k^\varphi=\frac{x_k^\varphi}{\sum_jx_j^\varphi},\qquad
\epsilon_k=h_i\left[(1-f)p_k^\alpha+fp_k^\beta\right]-n_{k,i}^{\rm new}.
\end{equation}
In a cell treated as two-phase, a wrong $f$ makes the sums differ from one and generally gives $\epsilon_k\ne0$. In a cell treated as a single phase, $\epsilon_k$ vanishes whenever the booked amounts are kept, even if the other phase should be present. There the choice of phase rests on the stability conditions derived above.

For the time step, consider uniform cells of one phase with small composition differences and the same diffusivity $D$ for all components. Then $x_i^{\rm new}=(1-2r)x_i+r(x_{i-1}+x_{i+1})$ with $r=D\Delta t/h^2$, and all weights are non-negative for $r\le1/2$. The calculations use $\Delta t=0.2\,h_{\min}^2/D_{\max}$. The margin allows for unequal coefficients in neighbouring cells; it is not a stability proof for the nonlinear problem.

\subsection{How the phases are arranged}

If the lamellae lie across the flux, the flux is common and the potential drops add, which gives
\begin{equation}
\frac1{\Gamma_k}=\frac{1-f}{\Gamma_k^\alpha}+\frac f{\Gamma_k^\beta}. \label{series}
\end{equation}
For a given pair of phase coefficients, \eqref{parallel} and \eqref{series} bound the steady coefficient of any arrangement. The true field minimizes dissipation at a given mean gradient, so a uniform trial gradient gives the upper bound. A uniform trial flux in the complementary principle gives the lower one. For B in the left alloy's phases at $f=0.4$, the two rules give $2.11$ and $0.98\times10^{-15}\,\mathrm{m^2/s}$. A resolved square inclusion of fraction 0.36 gives $1.13\times10^{-15}$, between its own bounds of $0.93$ and $1.96\times10^{-15}\,\mathrm{m^2/s}$.

\subsection{A direction without diffusion}

Inside the two-phase field, moving $x$ along a tie-line changes $f$ but neither phase composition. The potentials stay fixed. Of the two independent composition directions, one therefore produces no driving force. In the left alloy, the ratio of the smaller to the larger singular value of $\partial\ln x_k^\alpha/\partial x_j$ is $2.5\times10^{-10}$, zero within finite-difference error; in the right alloy it is 0.27. A couple made from two alloys on the left alloy's tie-line, with $f=0.2$ and $0.8$, did not change in 100 h despite its composition step.

\subsection{Lattice drift}

Relative to a plane with fixed numbers of atoms on each side, the flux is
\begin{equation}
J_k'=J_k-x_k\sum_jJ_j. \label{frame}
\end{equation}
In a binary $\alpha$ alloy, $\partial_zx_A=-\partial_zx_B$ gives $\sum_jJ_j=(D_A-D_B)\partial_zx_B$, and therefore
\begin{equation}
J_B'=-\left[(1-x_B)D_B+x_BD_A\right]\partial_zx_B .
\end{equation}
This is Darken's coefficient $\tilde D$. At $x_B=0.12$ it is $0.88(3)+0.12(1)=2.76$ in units of $10^{-15}\,\mathrm{m^2/s}$. For a small step $\Delta x$, the flux at the join is $\Delta x\sqrt{\tilde D/(4\pi t)}$, whose time integral is $\Delta x\sqrt{\tilde Dt/\pi}$. A step from 0.14 to 0.10 should transfer $0.711\,\mu$m of B in 100 h. The lattice cells, which contain no drift term, give the same value to three digits.

\section{A moving boundary with a known answer}

Let a binary $\alpha+\beta$ alloy of B fraction $x_0$ face $\alpha$ of fraction $x_R$, with one diffusivity $D$ throughout. The potentials in the binary two-phase region are constant, so no flux arises there. The boundary recedes to $z=-s$, with $s=2\gamma\sqrt{Dt}$. In the $\alpha$ region,
\begin{equation}
x=x_R+(x_{\rm eq}-x_R)\frac{\operatorname{erfc}[z/(2\sqrt{Dt})]}{\operatorname{erfc}(-\gamma)} .
\end{equation}
Converting a thickness $ds$ of alloy releases $(x_0-x_{\rm eq})\,ds$ of B, which must diffuse away:
\begin{equation}
(x_0-x_{\rm eq})\gamma\sqrt{\frac Dt}
=\frac{D(x_{\rm eq}-x_R)e^{-\gamma^2}}{\sqrt{\pi Dt}\,\operatorname{erfc}(-\gamma)} .
\end{equation}
Multiplying out,
\begin{equation}
\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erfc}(-\gamma)
=\frac{x_{\rm eq}-x_R}{x_0-x_{\rm eq}} .
\end{equation}
Without C, $0.5(1-x_{\rm eq})+2x_{\rm eq}=1$ gives $x_{\rm eq}=1/3$. For $x_0=0.40$ and $x_R=0.05$ the right side is 4.25 and $\gamma=0.770$. With $\sqrt{Dt}=54\,\mu$m, $s=83.1\,\mu$m. The cell method, with $3\,\mu$m cells, also gives $83.1\,\mu$m. As $x_0\to x_{\rm eq}$ there is little $\beta$ to dissolve and $\gamma$ grows without limit; as $x_R\to x_{\rm eq}$ it vanishes.

\section{The ternary couple}

The two alloys of the hand calculation now form a $600\,\mu$m couple of 240 cells, annealed for 100 h with the parallel rule. Positions are measured from the plane that keeps half of all atoms on each side. The full values are in the numerical output.

Nine cells change from $\alpha+\beta$ to $\alpha$; none changes back. The phase boundary, resolved to one cell, stands at $-22.9\,\mu$m and the original join, a lattice marker, at $-2.8\,\mu$m. The nine converted cells thus span $20.1\,\mu$m, or $2.23\,\mu$m each instead of $2.5\,\mu$m: they have lost atoms on balance, as in the first hand step.

Behind the boundary, at $-39\,\mu$m, $f$ is still 0.378, close to the initial 0.396. The $\beta$ phase does not fade out gradually. Only the cell being converted passes through all smaller values of $f$; at 100 h its conversion has barely begun, with $f=0.377$. The cell behind it has $f=0.373$. The excess of about 0.004 stays one cell wide on a finer grid, so $f$ just behind the boundary is about 0.37. Continuous potentials require the same $\alpha$ composition on both sides of the boundary, so the overall composition jumps by $f(x_k^\beta-x_k^\alpha)$, along a tie-line. The equivalent thickness of dissolved $\beta$ is $10.08\,\mu$m. The converted cells account for $9(2.5)(0.396)=8.9\,\mu$m; the remainder was lost by cells that are still two-phase.

After 25 h the dissolved thickness is $5.05\,\mu$m, and the ratio 1.997 agrees with the opening argument. This also tests the grid. Doubling all cell sizes and quadrupling all times leaves the discrete equations unchanged while the ends are unaffected. A grid twice as coarse would therefore give $2(5.048)=10.096\,\mu$m at 100 h, 0.15\% above the finer result, $10.081\,\mu$m. This closeness is partly accidental. The dissolved thickness divided by $\sqrt t$ oscillates as each cell is converted: scaled to 100 h, it lies between $10.05$ and $10.10\,\mu$m on the $2.5\,\mu$m grid, and cells of $1.25\,\mu$m give $10.04\,\mu$m. The grid error of this quantity is therefore about 0.5\%.

\subsection{Which way C went, and why}

Across the atom-fixed plane, the left side gains $3.31\,\mu$m of A and $0.50\,\mu$m of C, and loses $3.81\,\mu$m of B. The C has gone from the alloy with 0.19 to the one with 0.20: uphill with respect to the starting compositions.

The first hand step suggests that the potential gradient drives this transfer. The later profile shows something different. The C fraction of $\alpha$ is 0.1827 at $-19.5\,\mu$m, 0.1822 at $1.2\,\mu$m and 0.1824 at $19.9\,\mu$m. It has a shallow minimum near the plane, so the lattice-frame flux of C is nearly zero there. By \eqref{frame}, what remains is $-x_C\sum_jJ_j$: B leaves faster than A arrives, and the lattice carries C leftward. The marker shift gives an estimate, $0.182(2.83)=0.52\,\mu$m, close to the computed 0.50.

Drift is not necessary for uphill transfer. In a control, all components have $D=2\times10^{-15}\,\mathrm{m^2/s}$ in $\alpha$ and $6\times10^{-15}\,\mathrm{m^2/s}$ in $\beta$; alloys, time and grid are unchanged. Within each phase $\sum_kD^\varphi\partial_zx_k^\varphi=0$, so the continuum model has no drift. The left side still gains $0.26\,\mu$m of C, now through the potential gradient.

With the series rule and all else fixed, the gain of C falls from 0.50 to $0.42\,\mu$m, by 15\%, while dissolved $\beta$ falls by 2 to 3\%, depending on the grid and on the stage of the cell being converted. Here the minor transport depends much more on microstructure than the recession does. The two rules bound a cell's coefficient; they have not been shown to bound these outcomes.

\subsection{The conservation ledger}

The largest crossing error is $2\times10^{-16}\,\mu$m, and the inventory rebuilt from the phases differs from the initial one by $5\times10^{-13}\,\mu$m. Both are at rounding level. Since all nine crossings end in pure $\alpha$, this shows that no amounts were altered; it does not test the choice of phase. With crossing cells reset to the boundary, the crossing error rises to $3.7\times10^{-3}\,\mu$m and the inventory error to $8.6\times10^{-3}\,\mu$m. The latter is 1.7\% of the transferred C in size.

A second couple, $\beta$ with $x=(0.28,0.45,0.27)$ against the same $\alpha$, tests the other boundary of the two-phase field. There are two crossings from $\beta$ to two-phase and one from two-phase to $\alpha$, which leaves one two-phase cell. It holds the moving $\beta/\alpha$ interface and does not represent a two-phase layer. The inventory error is again at rounding level.

\section{Real alloys}

A related practical case is an aluminium-rich two-phase coating on a nickel alloy, where loss of aluminium to the substrate can dissolve the $\beta$ phase. Diffusivities of roughly $10^{-15}\,\mathrm{m^2/s}$ are reasonable in order of magnitude for nickel-rich solid solutions near 1300 K, but the partition ratios here represent no particular alloy. One assumption that is clearly broken is ideal mixing: strong attraction between nickel and aluminium changes both the tie-lines and the driving forces. If it merely multiplied all diffusion coefficients by four, every displacement would double, as long as the outer surface of the coating is not yet felt; changed tie-lines require a new calculation. That limit can be reached early: in the couple above, the composition is already disturbed at a depth of about $100\,\mu$m after 100 h, and a coating that loses aluminium to its surface oxide is disturbed from the outside as well. Coarse precipitates, slow nucleation or scarce vacancy sinks would invalidate the local-equilibrium or drift assumptions themselves. The component ledger would still have to close once atoms lost through the surface are counted, since it expresses conservation of atoms and not a property of the alloy.

\section*{Numbers as computed}
\begin{verbatim}
K (A B C): 0.50 2.00 1.60
G_beta-G_alpha (A B C), J/mol: 7492.1 -7492.1 -5080.2
temperature: 1300 K; anneal: 100 h
couple: 600 um; cells: 240
D alpha (A B C), m^2/s: 1.0e-15 3.0e-15 2.0e-15
D beta (A B C), m^2/s: 4.0e-15 1.0e-14 6.0e-15
left alloy x: 0.50 0.30 0.20
right alloy x: 0.76 0.05 0.19
left beta fraction: 0.3964
left alpha x: 0.6236 0.2148 0.1616
left beta x: 0.3118 0.4297 0.2585
equilibrium vs minimization, max df: 6.4e-09
singular-value ratio, two-phase: 2.5e-10
singular-value ratio, alpha: 0.271
tie-line couple, max change: 0.0e+00 um
Gamma_B parallel, f=0.4: 2.105e-15 m^2/s
Gamma_B series, f=0.4: 9.766e-16 m^2/s
square inclusion f=0.36, Gamma_B m^2/s: 9.287e-16 < 1.125e-15 < 1.959e-15
Darken test, B moved: 0.7112 um, formula 0.7114 um
binary recession gamma: 0.7695
binary recession: 83.14 um, formula 83.11 um
time steps, main run: 3666
crossings alpha+beta to alpha: 9
crossings alpha to alpha+beta: 0
worst crossing ledger error: 2.1e-16 um
inventory drift: 5.4e-13 um
faulty reset, ledger error: 3.7e-03 um
faulty reset, inventory drift: 8.6e-03 um
phase boundary position: -22.90 um
beta fraction in last two-phase cell: 0.3766
marker position: -2.83 um
beta dissolved, 100 h: 10.081 um
beta dissolved, 25 h: 5.048 um
ratio of the two: 1.997
beta dissolved, series rule: 9.781 um
gain of A by left side: 3.3054 um
gain of B by left side: -3.8074 um
gain of C by left side: 0.5020 um
gain of C, series rule: 0.4244 um
gain of C, equal diffusivities: 0.2586 um
beta/alpha couple crossings, beta to two-phase: 2 ; two-phase to alpha: 1
beta/alpha couple inventory drift: 4.3e-13 um
path: z(um) x_A x_B x_C f x_C(alpha)
-198.8 0.5000 0.3000 0.2000 0.3963 0.1616
-98.8 0.5005 0.2964 0.2031 0.3928 0.1644
-58.9 0.5016 0.2880 0.2104 0.3847 0.1709
-39.0 0.5026 0.2810 0.2165 0.3778 0.1765
-19.5 0.6225 0.1948 0.1827 0.0000 0.1827
-10.6 0.6397 0.1779 0.1824 0.0000 0.1824
1.2 0.6633 0.1545 0.1822 0.0000 0.1822
19.9 0.6980 0.1196 0.1824 0.0000 0.1824
40.6 0.7276 0.0885 0.1838 0.0000 0.1838
81.2 0.7543 0.0577 0.1880 0.0000 0.1880
151.2 0.7599 0.0501 0.1900 0.0000 0.1900
\end{verbatim}
